Truncation-Rod Intensity of a Semi-Infinite Layered Crystal and Its Growth Signal, part 1

(Sections cited here and not found follow in the second part.)

**Part 1. From one layer to the rod**

**Definitions and conventions**

The crystal fills the half-space below a flat surface. The z axis points out of the crystal. Identical layers, numbered n = 0, 1, 2, … downwards, lie at z = −nd, where d is the layer spacing. A layer is the unit that repeats along z and may hold several atomic planes. Within a layer the surface cell, of area A_c, repeats with vectors a₁ and a₂. For now each layer lies directly below the one above it.

Waves are written exp[i(ωt − k·r)]. The incident and outgoing wavevectors are k_i and k_f, with equal lengths because the scattering is elastic. The momentum transfer is Q = k_f − k_i, its component along z is q > 0, and its in-plane part is Q∥. A scatterer at r receives the incident wave with phase −k_i·r. Its outgoing wave, referred to the origin, gains the phase +k_f·r. Its contribution therefore carries the factor

exp(iQ·r).

The phase step between layers and the rod coordinate are

φ = qd = 2πL.

Integer L marks a Bragg point. Half-integer L, midway between Bragg points, is called anti-Bragg.

One surface cell of one layer scatters with the amplitude F, measured in electrons:

F = Σ_j f_j exp(iQ·r_j),

where r_j are atomic positions inside the cell and f_j atomic amplitudes. F depends on q, so it is not a constant along a rod.

The calculation is kinematic: every scatterer sees the incident wave, weakened by absorption where stated, and waves scattered more than once are dropped. Part 2 finds where this fails.

**The lateral sum**

Take N₁ × N₂ surface cells and write Q∥·a₁ = 2πh and Q∥·a₂ = 2πk. The position of a cell is n₁a₁ + n₂a₂ − nd ẑ, so its phase factor is a product of three factors, one for each index. The total amplitude is then also a product:

A_total = S₁(h) S₂(k) A,
S₁(h) = Σ_{n₁=0}^{N₁−1} exp(2πi h n₁),

with S₂ defined likewise and A the sum down one column of cells.

For integer h every term of S₁ is 1, so |S₁|² = N₁². For other h the geometric sum gives

|S₁|² = sin²(πN₁h)/sin²(πh),

which is a peak of width about 1/N₁ around each integer h. For a wide crystal the scattering is therefore confined to lines of integer h and k running along q. These are the rods.

The strength of a rod follows from averaging over one period of h:

∫₀¹ |S₁|² dh = Σ_{n,n′} ∫₀¹ exp[2πih(n − n′)] dh = N₁,

because the integral is 1 for n = n′ and 0 otherwise. If F is treated as constant across the zone, the average of |A_total|² over the in-plane Brillouin zone is N₁N₂|A|². The quantity

I = |A|²

is therefore the rod intensity per surface cell, in electrons squared. At the centre of the rod |A_total|² is (N₁N₂)² I.

Both statements were tested by summing unit scatterers in a block of 6 × 6 columns, 160 layers deep, at L = 0.37 with an amplitude loss of 0.2 per layer. The zone average was 36 times, and the value at the rod centre 36² times, the single-column formula (1) below, to one part in 10⁸.

If each layer is displaced sideways by s relative to the one above it, layer n lies at −nd ẑ + ns. The phase factor from one layer to the next changes from exp(−iqd) to exp[−i(qd − Q∥·s)]. The sums over layers derived below then hold with φ replaced by qd − Q∥·s, while F keeps its own phases Q·r_j. On the specular rod Q∥ = 0 and the displacement has no effect.

**The loss per layer**

The sum over layers needs a small loss. On the specular rod the beam meets the surface at the grazing angle α and leaves at the same angle. The wavevector has length 2π/λ, and its normal component changes from −(2π/λ) sin α to +(2π/λ) sin α, so

q = (4π/λ) sin α,  or  sin α = qλ/4π.

To reach depth nd and return, the wave travels 2nd/sin α inside the crystal. Let Λ be the path over which the intensity falls by a factor e. The amplitude falls as the square root of the intensity, so layer n is weakened by

exp[−(2nd/sin α)/(2Λ)] = exp(−nε),
ε = d/(Λ sin α).

The 2 from the double path cancels the 2 from the square root. Since sin α is proportional to q, ε falls as 1/q along the specular rod. Loss within a single layer is neglected in F.

**The layer sum**

The amplitude of M layers is F S_M, with

S_M = Σ_{n=0}^{M−1} wⁿ,  w = exp(−iφ − ε).

Multiplying by w shifts every term by one place. Subtraction leaves the first and the last:

S_M − wS_M = 1 − w^M,
S_M = (1 − w^M)/(1 − w).

Since |w^M| = exp(−Mε), the last term vanishes as M grows, and

A = F/(1 − w).

The squared modulus of the denominator is

|1 − w|² = 1 + e^{−2ε} − 2e^{−ε} cos φ
 = e^{−ε}(e^{ε} + e^{−ε} − 2 cos φ)
 = 2e^{−ε}(cosh ε − cos φ).

Now use cosh ε = 1 + 2 sinh²(ε/2) and cos φ = 1 − 2 sin²(φ/2). The ones cancel:

|1 − w|² = 4e^{−ε}[sinh²(ε/2) + sin²(φ/2)].

The rod intensity with loss is therefore

I = |F|² e^{ε} / {4[sinh²(ε/2) + sin²(φ/2)]}.  (1)

Explicit summation at L = 0.03, 0.37, 0.5, 0.92 and 1, each with ε = 0.3, 0.01 and 0.001, agreed with (1) to better than one part in 10⁷. For small ε near a Bragg point, form (1) is also preferable in code to 1 + e^{−2ε} − 2e^{−ε} cos φ, which subtracts nearly equal numbers.

**The lossless rod**

Let ε tend to zero at a fixed φ that is not a multiple of 2π. Then e^{ε} → 1 and sinh(ε/2) → 0, which leaves

I = |F(q)|² / [4 sin²(qd/2)].  (2)

This is the truncation-rod law. The ratio of (1) to (2) shows how small the loss must be:

I(ε)/I(0) = e^{ε} / [1 + sinh²(ε/2)/sin²(φ/2)].

Two conditions are needed: ε ≪ 1, and |sin(φ/2)| ≫ ε/2. The second excludes a narrow interval around each Bragg point. For ε = 10⁻⁴ and L = 0.37, an explicit sum agreed with (2) to within 3 parts in 10⁴.

The intensity is proportional to 1/sin²(qd/2) alone if F may be taken as constant. Over a large part of a rod it may not, and |F(q)|² must be kept.

**Why the limit has to be taken**

With ε = 0 from the start, the partial sums do not settle. Define

C = 1/(1 − e^{−iφ}).

The lossless partial sum is then

S_M = C − C e^{−iMφ}.

In the complex plane these sums lie on a circle with centre C and radius |C|. Each further layer moves the sum along the circle. With a loss, the second term becomes smaller by e^{−ε} per layer, and the sum spirals in towards a centre that tends to C as ε → 0. Equation (2) is |F|² times the squared distance of this centre from the origin.

The value of C can be rewritten by taking e^{−iφ/2} out of its denominator:

1 − e^{−iφ} = e^{−iφ/2}(e^{iφ/2} − e^{−iφ/2}) = 2i e^{−iφ/2} sin(φ/2),

C = e^{iφ/2}/[2i sin(φ/2)] = 1/2 − (i/2) cot(φ/2).

The last form follows from e^{iφ/2} = cos(φ/2) + i sin(φ/2) and 1/i = −i. At anti-Bragg the cotangent is zero and C = 1/2. The whole crystal then scatters with half the amplitude of one layer and a quarter of its intensity. Successive layers have opposite signs there, and the series 1 − 1 + 1 − … with a vanishing loss has the value 1/2.

The low intensity at anti-Bragg is thus due to cancellation between layers that are all illuminated. It does not require a shallow beam. A change in the top layer alters the amplitude by something comparable with the whole, which makes this point sensitive to the surface.

**A slab has two faces**

A lossless slab of M layers has the intensity

|F|²|S_M|² = |F|²|C|² |1 − e^{−iMφ}|².

Since |1 − e^{−iMφ}|² = 4 sin²(Mφ/2) and |C|² = 1/[4 sin²(φ/2)], this equals

|F|² sin²(Mφ/2)/sin²(φ/2).

The numerator makes thickness fringes. Average it over M = 1, …, P at fixed φ. From sin²(Mφ/2) = (1 − cos Mφ)/2, the average is 1/2 minus half the average of cos Mφ. The sum of cos Mφ is no larger than |Σ e^{iMφ}|, and the geometric sum bounds that by 1/|sin(φ/2)| for every P. Divided by P, it vanishes for large P. The average slab intensity is therefore

|F|² / [2 sin²(φ/2)],

twice the rod value. At L = 0.37, averaging over M = 1 to 1000 gave a ratio of 2.0000. This range holds exactly 370 fringe periods, so the cosine terms cancel completely; for other ranges of similar length the ratio can differ from 2 by up to about 0.002.

The factor 2 has a direct meaning. In S_M = C − Ce^{−iMφ} the first term belongs to the upper face and the second to the lower. They have equal strength, and their interference averages to zero. With loss, the lower face is weaker in amplitude by e^{−Mε}, and the averaged intensity is |F|²|C|²(1 + e^{−2Mε}) for small ε. A crystal counts as semi-infinite when Mε ≫ 1. A simulated slab that is thinner than this must not be compared with (2) after fringe averaging unless the second face is allowed for.

**Close to a Bragg point**

Write φ = 2πm + x with integer m and small x. Then sin²(φ/2) = sin²(x/2), and

sin(x/2) = (x/2)(1 − x²/24 + …),
4 sin²(x/2) = x²(1 − x²/12 + …),
1/[4 sin²(x/2)] = 1/x² + 1/12 + terms of order x².

The rod leaves the Bragg point as an inverse-square tail. At L = 1.9, for example, x = −0.2π = −0.6283. The two leading terms give 2.533 + 0.083 = 2.616, while the full expression is 2.618.

If ε is also small, sinh(ε/2) ≈ ε/2 and (1) becomes

I ≈ |F|²/(x² + ε²).

The kinematic peak is a Lorentzian of height |F|²/ε² and half-width ε in phase. A weakly absorbing perfect crystal does not reach this height, because multiple scattering intervenes first, as Part 2 shows.

**The layer amplitude and the choice of termination**

Suppose the layer has two planes with real amplitudes Z_B at z = 0 and Z_T at z = ζd, with 0 < ζ < 1, where z is measured within the layer. On the specular rod

F = Z_B + Z_T e^{iζφ},
|F|² = Z_B² + Z_T² + 2Z_B Z_T cos(ζφ).

The layers must be cut so that whole layers end at the real surface. Here the upper plane T is the surface. If plane B is the surface instead, each layer has T at the bottom and B a distance (1 − ζ)d above it, and

|F|² = Z_B² + Z_T² + 2Z_B Z_T cos[(1 − ζ)φ].

At integer L the two results agree, because (1 − ζ)φ and −ζφ then differ by a multiple of 2π. Between Bragg points they differ in general, so the rod carries information on the termination. For ζ = 1/2 the two expressions coincide at every φ. In that case, with real amplitudes and ideal positions, the specular intensity cannot distinguish the two terminations.

**Part 2. Absolute scale, growth and a worked case**

**Symbols and results carried over**

The layer spacing is d, the surface-cell area A_c, the normal momentum transfer q, and φ = qd = 2πL. One layer scatters with amplitude F per surface cell. The amplitude loss per layer is ε = d/(Λ sin α), with sin α = qλ/4π, wavelength λ and attenuation length Λ. The lossless column sum is C = 1/(1 − e^{−iφ}), with |C|² = 1/[4 sin²(φ/2)]. Away from Bragg points, and for small ε, the rod intensity per surface cell is I = |F|²|C|². Waves vary as exp[i(ωt − k·r)], and z points out of the crystal.

**Reflectivity of the specular rod**

At X-ray frequencies well above the binding frequencies, electrons respond as if free. A density ρ of them gives the relative permittivity 1 − ρe²/(ε₀m_eω²), with ε₀ the vacuum permittivity. With the classical electron radius r_e = e²/(4πε₀m_ec²), this is 1 − 4πr_eρc²/ω². For polarization perpendicular to the scattering plane the field obeys a scalar wave equation. The squared wavenumber in the medium is ω²/c² − 4πr_eρ. Removing the conserved in-plane part leaves, for the dependence on z,

ψ″ + (k² − 4πr_eρ)ψ = 0,  k = q/2.

Here ρ(z) is the laterally averaged density. This keeps the specular channel and drops coupling to other rods.

A plane with Z electrons per surface cell has ρ = (Z/A_c)δ(z). Put u = 4πr_eZ/A_c. A wave travelling down is e^{ikz} in this convention, so

above: ψ = e^{ikz} + r e^{−ikz},
below: ψ = t e^{ikz}.

Continuity gives 1 + r = t. Integrating the equation across the plane gives ψ′(0⁺) − ψ′(0⁻) = uψ(0), or

ik(1 − r) − ikt = ut.

Substituting r = t − 1 gives 2ik(1 − t) = ut. With g = u/(2k) = u/q, this yields

t = 1/(1 − ig),  r = t − 1 = ig/(1 − ig).

For g ≪ 1, r ≈ ig = i·4πr_eZ/(qA_c). A plane at height z_j contributes r e^{2ikz_j} = r e^{iqz_j}, which is the phase factor of Part 1. Adding all planes once gives the kinematic reflectivity

R = [4πr_e/(qA_c)]² |F|² / [4 sin²(qd/2)].  (3)

R is the reflected fraction of the incident beam when the whole beam falls on the sample and the whole specular beam is collected. Other rods need their own geometrical factors.

The kinematic sum over layers has given the rod intensity of a semi-infinite crystal and, in (3), the absolute reflectivity of the specular rod. It remains to find where multiple scattering makes this law fail, how growth and roughness change the rod, and what the formulas give for BaTiO₃(001).
